# Where Does an Electrophile Attack Naphthalene? Hückel Fukui Indices: a numerical check

```python
"""Hueckel Fukui indices of naphthalene.

Result under test: the HOMO has squared coefficients (5+sqrt(5))/40 at
alpha carbons, (5-sqrt(5))/40 at beta carbons and zero at bridgeheads.
These are the electron-removal Fukui indices and favour alpha attack.

Energies are relative to the carbon site energy, in units of |beta|.
With beta < 0 the Hueckel matrix is minus the adjacency matrix.
x = -energy is the usual Hueckel level parameter.
gamma is the coupling to an empty orbital of an electrophile.
Localization energy is the pi-energy cost of removing one carbon
and two electrons from the conjugated system.
"""
import numpy as np

labels = ["C1", "C2", "C3", "C4", "C4a", "C5", "C6", "C7", "C8", "C8a"]
alpha_sites = [0, 3, 5, 8]
beta_sites = [1, 2, 6, 7]
bridge_sites = [4, 9]
representatives = {"alpha": 0, "beta": 1, "bridgehead": 4}

hamiltonian = np.zeros((10, 10))
bonds = [(i, (i + 1) % 10) for i in range(10)] + [(4, 9)]
for i, j in bonds:
    hamiltonian[i, j] = hamiltonian[j, i] = -1.0


def total_energy(matrix, electrons):
    """Fill the lowest orbitals with at most two electrons each."""
    levels = np.linalg.eigvalsh(matrix)
    pairs, single = divmod(electrons, 2)
    energy = 2.0 * levels[:pairs].sum()
    return energy + (levels[pairs] if single else 0.0)


energies, orbitals = np.linalg.eigh(hamiltonian)
homo = orbitals[:, 4] * np.sign(orbitals[0, 4])
lumo = orbitals[:, 5]
fukui = homo**2
populations = 2.0 * (orbitals[:, :5]**2).sum(axis=1)
pi_energy = total_energy(hamiltonian, 10)

# Symmetry-derived levels against direct diagonalization.
root5, root13 = np.sqrt(5.0), np.sqrt(13.0)
derived_x = [1.0, -1.0]
for parity in (1, -1):
    for sign in (1, -1):
        derived_x.append((parity + sign * root5) / 2)
        derived_x.append((parity + sign * root13) / 2)
assert np.allclose(np.sort(-energies), np.sort(derived_x), atol=1e-12)
assert energies[4] - energies[3] > 0.1
assert energies[5] - energies[4] > 0.1

# Closed forms and sign pattern of the HOMO.
f_alpha_formula = (5 + root5) / 40
f_beta_formula = (5 - root5) / 40
assert np.allclose(fukui[alpha_sites], f_alpha_formula, atol=1e-12)
assert np.allclose(fukui[beta_sites], f_beta_formula, atol=1e-12)
assert np.allclose(fukui[bridge_sites], 0.0, atol=1e-12)
x_homo = (root5 - 1) / 2
pattern = np.array([1, x_homo, -x_homo, -1, 0,
                    1, x_homo, -x_homo, -1, 0])
assert np.allclose(homo, np.sqrt(f_alpha_formula) * pattern, atol=1e-12)
assert np.allclose(populations, 1.0, atol=1e-12)
assert np.allclose(lumo**2, fukui, atol=1e-12)

# Fukui indices from the response of total-energy differences.
step = 1e-4
response = np.zeros(10)
for site in range(10):
    removal_levels = []
    for shift in (step, -step):
        shifted = hamiltonian.copy()
        shifted[site, site] += shift
        removal_levels.append(total_energy(shifted, 10)
                              - total_energy(shifted, 9))
    response[site] = (removal_levels[0] - removal_levels[1]) / (2 * step)
f_alpha = fukui[0]
f_beta = fukui[1]
assert np.allclose(response[alpha_sites], f_alpha_formula, atol=1e-6)
assert np.allclose(response[beta_sites], f_beta_formula, atol=1e-6)
assert np.allclose(response[bridge_sites], 0.0, atol=1e-6)

# Electrophile attached to one site: full diagonalization against
# second-order perturbation theory.
gamma = 0.01
electrophile_energies = [-0.5, 0.0, 20.0]
stabilization = {}
homo_share = {}
for orbital_energy in electrophile_energies:
    for name, site in representatives.items():
        extended = np.zeros((11, 11))
        extended[:10, :10] = hamiltonian
        extended[10, 10] = orbital_energy
        extended[site, 10] = extended[10, site] = -gamma
        exact_gain = pi_energy - total_energy(extended, 10)
        terms = (2 * gamma**2 * orbitals[site, :5]**2
                 / (orbital_energy - energies[:5]))
        # Omitted fourth-order terms are below one percent here.
        assert abs(exact_gain / terms.sum() - 1) < 0.01
        stabilization[orbital_energy, name] = exact_gain / gamma**2
        homo_share[orbital_energy, name] = terms[4] / terms.sum()

ratios = [stabilization[e, "alpha"] / stabilization[e, "beta"]
          for e in electrophile_energies]
assert f_alpha / f_beta > ratios[0] > ratios[1] > ratios[2]
assert abs(ratios[2] - 1) < 0.01
for orbital_energy in electrophile_energies[:2]:
    assert (stabilization[orbital_energy, "alpha"]
            > stabilization[orbital_energy, "beta"]
            > stabilization[orbital_energy, "bridgehead"] > 0)

# Independent reactivity estimate from the residual pi system.
localization = {}
for name, site in representatives.items():
    kept = [i for i in range(10) if i != site]
    residual = hamiltonian[np.ix_(kept, kept)]
    localization[name] = total_energy(residual, 8) - pi_energy
assert (localization["alpha"] < localization["beta"]
        < localization["bridgehead"])
# Removing a bridgehead leaves an open chain of nine carbons.
chain_energy = -4 * sum(np.cos(k * np.pi / 10) for k in range(1, 5))
assert abs(localization["bridgehead"] - chain_energy + pi_energy) < 1e-12

print("Naphthalene, Hueckel model; energies relative to site energy")
for number, energy in enumerate(energies, 1):
    print(f"Orbital {number:2d}: x = {-energy:+.4f} (dimensionless)")
print(f"Total pi energy, 10 electrons = {pi_energy:.4f} |beta|")
for label, coefficient, index, population in zip(
        labels, homo, fukui, populations):
    print(f"{label:3s}: HOMO c = {coefficient + 0.0:+.4f}, "
          f"f- = {index:.4f}, pi population = {population:.4f} electrons")
print(f"Alpha Fukui index = {f_alpha:.3f} (dimensionless)")
print(f"Beta Fukui index = {f_beta:.3f} (dimensionless)")
print(f"Alpha/beta Fukui ratio = {f_alpha / f_beta:.3f}")
print(f"Sum over four alpha sites = {fukui[alpha_sites].sum():.4f}")
print(f"Sum over four beta sites = {fukui[beta_sites].sum():.4f}")
print(f"Sum of all Fukui indices = {fukui.sum():.4f}")
print(f"Site-energy response: alpha = {response[0]:.4f}, "
      f"beta = {response[1]:.4f} (dimensionless)")
print(f"Electrophile coupling gamma = {gamma:.2f} |beta|")
for orbital_energy, ratio in zip(electrophile_energies, ratios):
    print(f"Electrophile orbital energy = {orbital_energy:+.1f} |beta|")
    for name in representatives:
        value = stabilization[orbital_energy, name]
        share = 100 * homo_share[orbital_energy, name]
        print(f"  {name}: gain/gamma^2 = {value:.4f} 1/|beta|, "
              f"HOMO share = {share:.1f} %")
    print(f"  alpha/beta gain ratio = {ratio:.3f}")
for name, value in localization.items():
    print(f"Localization energy, {name} = {value:.4f} |beta|")
difference = localization["beta"] - localization["alpha"]
print(f"Beta minus alpha localization energy = {difference:.4f} |beta|")
print("PASS")
```

Running it gives:

```
Naphthalene, Hueckel model; energies relative to site energy
Orbital  1: x = +2.3028 (dimensionless)
Orbital  2: x = +1.6180 (dimensionless)
Orbital  3: x = +1.3028 (dimensionless)
Orbital  4: x = +1.0000 (dimensionless)
Orbital  5: x = +0.6180 (dimensionless)
Orbital  6: x = -0.6180 (dimensionless)
Orbital  7: x = -1.0000 (dimensionless)
Orbital  8: x = -1.3028 (dimensionless)
Orbital  9: x = -1.6180 (dimensionless)
Orbital 10: x = -2.3028 (dimensionless)
Total pi energy, 10 electrons = -13.6832 |beta|
C1 : HOMO c = +0.4253, f- = 0.1809, pi population = 1.0000 electrons
C2 : HOMO c = +0.2629, f- = 0.0691, pi population = 1.0000 electrons
C3 : HOMO c = -0.2629, f- = 0.0691, pi population = 1.0000 electrons
C4 : HOMO c = -0.4253, f- = 0.1809, pi population = 1.0000 electrons
C4a: HOMO c = +0.0000, f- = 0.0000, pi population = 1.0000 electrons
C5 : HOMO c = +0.4253, f- = 0.1809, pi population = 1.0000 electrons
C6 : HOMO c = +0.2629, f- = 0.0691, pi population = 1.0000 electrons
C7 : HOMO c = -0.2629, f- = 0.0691, pi population = 1.0000 electrons
C8 : HOMO c = -0.4253, f- = 0.1809, pi population = 1.0000 electrons
C8a: HOMO c = +0.0000, f- = 0.0000, pi population = 1.0000 electrons
Alpha Fukui index = 0.181 (dimensionless)
Beta Fukui index = 0.069 (dimensionless)
Alpha/beta Fukui ratio = 2.618
Sum over four alpha sites = 0.7236
Sum over four beta sites = 0.2764
Sum of all Fukui indices = 1.0000
Site-energy response: alpha = 0.1809, beta = 0.0691 (dimensionless)
Electrophile coupling gamma = 0.01 |beta|
Electrophile orbital energy = -0.5 |beta|
  alpha: gain/gamma^2 = 3.6827 1/|beta|, HOMO share = 83.1 %
  beta: gain/gamma^2 = 2.2941 1/|beta|, HOMO share = 51.0 %
  bridgehead: gain/gamma^2 = 1.2028 1/|beta|, HOMO share = 0.0 %
  alpha/beta gain ratio = 1.605
Electrophile orbital energy = +0.0 |beta|
  alpha: gain/gamma^2 = 0.9944 1/|beta|, HOMO share = 58.9 %
  beta: gain/gamma^2 = 0.8730 1/|beta|, HOMO share = 25.6 %
  bridgehead: gain/gamma^2 = 0.7031 1/|beta|, HOMO share = 0.0 %
  alpha/beta gain ratio = 1.139
Electrophile orbital energy = +20.0 |beta|
  alpha: gain/gamma^2 = 0.0470 1/|beta|, HOMO share = 37.3 %
  beta: gain/gamma^2 = 0.0469 1/|beta|, HOMO share = 14.3 %
  bridgehead: gain/gamma^2 = 0.0463 1/|beta|, HOMO share = 0.0 %
  alpha/beta gain ratio = 1.003
Localization energy, alpha = 2.2986 |beta|
Localization energy, beta = 2.4797 |beta|
Localization energy, bridgehead = 3.0557 |beta|
Beta minus alpha localization energy = 0.1811 |beta|
PASS
```
